# Chemical potential on the lattice: on-site term or temporal links?

**Question**

In the continuum, a chemical potential enters the Dirac Lagrangian through \(\mu\bar\psi\gamma_0\psi\). This is local and has no derivative, so I would put the same term on every site of a Euclidean lattice. I am told that this produces a \(\mu^2/a^2\) divergence, and that I should instead multiply the temporal links by \(e^{\pm\mu a}\). But \(e^{\pm\mu a}=1\pm\mu a+\dots\), so the two actions have the same naive continuum limit. How can they differ by something that diverges? Are the doublers to blame, or the fact that \(\bar\psi\gamma_0\psi\) is not the conserved lattice density? And is the on-site term really forbidden?

**Answer**

The naive limit compares the actions at momenta far below \(1/a\). The pressure contains a loop integral over the whole Brillouin zone. At momenta of order \(1/a\) the \(\mu\)-dependent terms of the two actions differ by as much as the terms themselves, and the number of such modes per unit four-volume grows as \(1/a^4\). For free fermions the integral can be done far enough to see what each choice leaves behind.

**Setup**

Take one four-component lattice field in infinite volume at zero temperature, with weight \(e^{-S}\), and set \(a=1\) until powers of \(a\) are needed. The Euclidean matrices are Hermitian, with \(\{\gamma_\alpha,\gamma_\beta\}=2\delta_{\alpha\beta}\) and \(\gamma_4=\gamma_0\). Since \(H\) is replaced by \(H-\mu N\), the continuum operator is \(\gamma_4(\partial_4-\mu)+\boldsymbol\gamma\cdot\nabla+m\). Take \(\mu>0\).

With symmetric differences, the on-site choice acts on a plane wave \(e^{ip\cdot x}\) in the time direction as

\[
\gamma_4(i\sin p_4-\mu)=i\gamma_4K,\qquad K=\sin p_4+i\mu .
\]

In the exponential choice, a particle hopping forward in time gets \(e^{\mu}\) and the reverse hop gets \(e^{-\mu}\):

\[
\tfrac12\gamma_4\left(e^{-\mu}e^{ip_4}-e^{\mu}e^{-ip_4}\right)=i\gamma_4K,\qquad K=\sin(p_4+i\mu).
\]

The first term carries \(e^{-\mu}\) because \(\bar\psi(x)\psi(x+\hat4)\) moves a particle from the later time to the earlier one.

For each momentum the Dirac matrix is \(m+iQ\), with \(Q=\gamma_4K+\sum_i\gamma_i\sin p_i\). Its square is \(Q^2=K^2+\sum_i\sin^2p_i\), so

\[
(m+iQ)(m-iQ)=K^2+E^2,\qquad E^2=m^2+\sum_{i=1}^3\sin^2p_i .
\]

Conjugation with \(\gamma_5\) turns \(Q\) into \(-Q\), so both factors have the same determinant, which is therefore \((K^2+E^2)^2\). The pressure is \(\ln Z\) per unit four-volume:

\[
P=2\int_{-\pi}^{\pi}\frac{d^4p}{(2\pi)^4}\,\ln|K^2+E^2|-(\mu=0).
\]

The modulus is allowed because \(p_4\to-p_4\) complex-conjugates \(K^2\), so the phases cancel. Below, \(\langle\dots\rangle\) is the average over spatial momenta, and an overline is the average over \(p_4\).

**One integral does most of the work**

For real \(\omega\),

\[
|\sin(p+i\omega)|=\tfrac12e^{|\omega|}\left|1-e^{\pm2ip-2|\omega|}\right| ,
\]

with the sign of the phase set by that of \(\omega\). Expanding \(\ln(1-z)=-\sum_n z^n/n\), every term averages to zero over \(p\). Hence

\[
\overline{\ln|\sin(p+i\omega)|}=|\omega|-\ln2. \tag{1}
\]

Also \(|\sin p+iy|^2=\sin^2p+y^2=|\sin(p+i\omega)|^2\) if \(|y|=\sinh|\omega|\), so

\[
\overline{\ln|\sin p+iy|}=\operatorname{asinh}|y|-\ln2. \tag{2}
\]

**The on-site term**

Factorize \(K^2+E^2=(K+iE)(K-iE)\), which gives \(\sin p_4+i(\mu+E)\) times \(\sin p_4+i(\mu-E)\). Equation (2) applies to each factor:

\[
P_{\rm site}=2\left\langle\operatorname{asinh}(E+\mu)+\operatorname{asinh}|E-\mu|-2\operatorname{asinh}E\right\rangle .
\]

When \(\mu>E\), \(\operatorname{asinh}|E-\mu|=\operatorname{asinh}(E-\mu)+2\operatorname{asinh}(\mu-E)\). The pressure therefore splits into

\[
P_{\rm vac}=2\left\langle\operatorname{asinh}(E+\mu)+\operatorname{asinh}(E-\mu)-2\operatorname{asinh}E\right\rangle,
\]
\[
P_{\rm sea}=4\left\langle\operatorname{asinh}(\mu-E)\,\theta(\mu-E)\right\rangle .
\]

The sea receives contributions from occupied levels alone. The vacuum part receives them from every momentum, including those near the cutoff. With \(F(E)=\operatorname{asinh}E\), its bracket is \(\mu^2F''+\mu^4F''''/12+\dots\), where

\[
F''=-\frac{E}{(1+E^2)^{3/2}},\quad
F'''=\frac{2E^2-1}{(1+E^2)^{5/2}},\quad
F''''=\frac{E(9-6E^2)}{(1+E^2)^{7/2}} .
\]

A pressure in lattice units is \(a^4\) times the physical one, and \(\mu\) stands for \(\mu a\). For \(m=0\), restoring \(a\) gives

\[
P_{\rm site}=C\frac{\mu^2}{a^2}+D\mu^4+P_{\rm sea}+O(a^2\mu^6),
\]
\[
C=-2\left\langle\frac{E}{(1+E^2)^{3/2}}\right\rangle,\qquad
D=\frac16\left\langle\frac{E(9-6E^2)}{(1+E^2)^{7/2}}\right\rangle .
\]

The integrand of \(C\) has one sign, so \(C\) cannot vanish. Numerically \(C=-0.6197\) and \(D=0.0265\).

**The exponential links**

Write \(E=\sinh\omega\). From \(\sin^2u-\sin^2v=\sin(u+v)\sin(u-v)\) with \(v=i\omega\),

\[
\sin^2(p_4+i\mu)+\sinh^2\omega=\sin(p_4+i\mu+i\omega)\,\sin(p_4+i\mu-i\omega).
\]

By (1), the average logarithm is \((\mu+\omega)+|\mu-\omega|-2\ln2=2\max(\mu,\omega)-2\ln2\). Subtracting its value at \(\mu=0\) gives

\[
P_{\rm link}=4\left\langle(\mu-\omega)\,\theta(\mu-\omega)\right\rangle .
\]

There is no vacuum part. If \(\mu\) lies below the smallest \(\omega\), which is \(\operatorname{asinh}m\), the pressure does not change at all, as it should when no level can be filled.

For \(m=0\) and small \(\mu a\), the sea sits around the eight spatial corners where every \(\sin p_i=0\), and there \(\omega\simeq k\), the distance from the corner:

\[
P_{\rm link}\to4\cdot8\int\frac{d^3k}{(2\pi)^3}(\mu-k)\theta(\mu-k)
=\frac{16}{\pi^2}\int_0^\mu k^2(\mu-k)\,dk=\frac{16\,\mu^4}{12\pi^2}.
\]

This is the pressure of 16 massless Dirac gases, each with two spin states and pressure \(\mu^4/(12\pi^2)\): the 16 species of the naive action.

**Why the links succeed**

A chemical potential acts as a constant imaginary temporal gauge field. On \(N_t\) time slices, substitute \(\psi(t)\to e^{\mu t}\psi(t)\) and \(\bar\psi(t)\to e^{-\mu t}\bar\psi(t)\). The hop \(\bar\psi(t)e^{-\mu}\psi(t+1)\) then acquires \(e^{-\mu t-\mu+\mu(t+1)}=1\), and the reverse hop also loses its factor. Equal-time terms are unchanged. What remains is \(e^{\pm\mu N_t}\) on the links joining the last slice to the first. Ordinary gauge links commute with these numbers, so the argument holds in any gauge background.

In the expansion of the determinant in closed paths, a path that does not wind around the time direction has as many forward as backward temporal hops, and its factors cancel. Such paths, which include the short ones at the cutoff scale, cannot see \(\mu\). An on-site term can be inserted anywhere on them, so they do see it.

**Is the wrong density to blame?**

Let the forward and reverse hops have general positive weights \(f\) and \(g\), and put \(\eta=\tfrac12\ln(f/g)\). Then

\[
K=\frac{ge^{ip_4}-fe^{-ip_4}}{2i}=\sqrt{fg}\,\sin(p_4+i\eta),
\]

and taking \(fg\) out of \(K^2+E^2\) leaves the previous integral:

\[
\overline{\ln|K^2+E^2|}=\ln(fg)+2\max\left(|\eta|,\operatorname{asinh}\frac{E}{\sqrt{fg}}\right)-2\ln2 .
\]

If \(fg=1\), empty levels do not respond. The exponential is one such choice. Any \(f=1/g=1+\mu a+O(a^2)\) also has the right limit as \(a\to0\), since it only replaces \(\mu\) by \(\eta/a=\mu+O(a)\).

Now take \(f=1+\mu\), \(g=1-\mu\), so that \(K=\sin p_4+i\mu\cos p_4\). This couples \(\mu\) linearly to the point-split density, which is the conserved one: it is the first-order response of the action to a constant temporal gauge field. But \(fg=1-\mu^2\). For an empty level, to second order, \(\ln(fg)=-\mu^2\), while \(2\operatorname{asinh}(E/\sqrt{fg})\) grows by \(\mu^2E/\sqrt{1+E^2}\). The pressure acquires

\[
-2\mu^2\left\langle1-\frac{E}{\sqrt{1+E^2}}\right\rangle .
\]

For \(m=0\) this can be evaluated by symmetry. Differentiating \(\overline{\ln(\sin^2p_4+E^2)}=2\operatorname{asinh}E-2\ln2\) with respect to \(E\) gives \(\overline{1/(\sin^2p_4+E^2)}=1/(E\sqrt{1+E^2})\). The bracket is therefore the four-dimensional average of \(\sin^2p_4/\sum_\alpha\sin^2p_\alpha\), which is \(1/4\) because the four directions are equivalent. The coefficient is \(-1/2\).

So a conserved density does not cure the problem. What is missing at order \(\mu^2\) is the second-order term of the exponential. Expanding \(\sin(p_4+i\mu)\) gives an extra \(\tfrac12\mu^2\sin p_4\) in \(K\), which adds

\[
2\mu^2\left\langle\overline{\frac{\sin^2p_4}{\sin^2p_4+E^2}}\right\rangle
=2\mu^2\left\langle1-\frac{E}{\sqrt{1+E^2}}\right\rangle
\]

to the pressure and cancels the unwanted term.

Stopping at second order removes the divergence but is still not enough. With \(f,g=1\pm\mu+\tfrac12\mu^2\), \(fg=1+\tfrac14\mu^4\), and the same steps leave \(\tfrac12\mu^4\langle1-E/\sqrt{1+E^2}\rangle=\mu^4/8\) for \(m=0\). This is finite as \(a\to0\) and nearly as large as the pressure of the 16 gases, \(0.135\,\mu^4\). The condition to keep is \(fg=1\).

**Are the doublers to blame?**

Wilson fermions with \(r=1\) replace \(m\) by \(A-\cos p_4\), where \(A=m+1+\sum_i(1-\cos p_i)\). With the on-site term, the quantity inside the logarithm becomes

\[
B-\mu^2-(A-\mu)e^{ip_4}-(A+\mu)e^{-ip_4},\qquad B=1+A^2+\sum_i\sin^2p_i .
\]

For an empty level this factorizes as \(\lambda(1-\kappa_1e^{ip_4})(1-\kappa_2e^{-ip_4})\) with \(|\kappa_{1,2}|<1\), so its average logarithm is \(\ln\lambda\). Matching coefficients gives \(\lambda+(A^2-\mu^2)/\lambda=B-\mu^2\), hence

\[
\lambda=\tfrac12\left[B-\mu^2+\sqrt{(B-\mu^2)^2-4A^2+4\mu^2}\right].
\]

With \(R=\sqrt{B^2-4A^2}\), differentiating \(\ln\lambda\) with respect to \(\mu^2\) at zero gives

\[
C_{\rm W}=2\left\langle\frac{2-B-R}{R(B+R)}\right\rangle .
\]

Since \(A\ge1\), \(B\ge2\), and the integrand is again negative. For \(m=0\), \(C_{\rm W}=-0.145\). The divergence survives without doublers. The coefficient is smaller in size than the naive \(-0.620\), but it competes with the pressure of one gas instead of 16. Relative to the pressure each action should reproduce, the Wilson divergence is \(16\times0.145/0.620\approx3.7\) times larger.

**Numbers at fixed \(\mu\) and shrinking \(a\)**

For massless naive fermions at \(\mu a=0.2\), 16 continuum gases have pressure \(0.13509\times0.2^4=2.161\times10^{-4}\) in lattice units. The exponential links give \(2.2085\times10^{-4}\), or 1.022 times that. The on-site action gives

\[
-2.4746\times10^{-2}+2.1761\times10^{-4}=-2.4528\times10^{-2},
\]

which is \(-113.5\) times the gas pressure. Its sea has nearly the right pressure, but the vacuum part swamps it. The ratios to the 16-gas pressure are:

| \(\mu a\) | links | on-site | on-site, \(C\mu^2/a^2\) removed |
|---|---|---|---|
| 0.40 | 1.092 | −27.4 | 1.241 |
| 0.20 | 1.022 | −113.5 | 1.207 |
| 0.10 | 1.005 | −457.5 | 1.199 |
| 0.05 | 1.001 | −1833.8 | 1.197 |

Each halving of \(a\) reduces the excess of the link result over 1 by a factor of about four and multiplies the on-site ratio by about four. The negative pressure also means a negative density: the divergent part of \(\partial P/\partial\mu\) is \(2C\mu/a^2\).

The last column tends not to 1 but to \(1+D/0.13509=1.196\). Removing the divergence alone leaves the pressure about 20% above the continuum value. A single level shows how an empty state contributes to the vacuum part. With \(E=0.5\) and \(\mu=0.2\), the level is empty in both actions, since \(\mu\) is below the filling threshold, which is \(E\) for the on-site term and \(\operatorname{asinh}E=0.481\) for the links. Its average logarithm nevertheless shifts by \(-0.0141\) with the on-site term, and by zero with exponential links.

**Is the on-site term forbidden?**

No, but its pressure needs subtractions. For free massless naive fermions at zero temperature, removing both \(C\mu^2/a^2\) and \(D\mu^4\) leaves the correct pressure as \(a\to0\). Both coefficients depend on the action: Wilson fermions need \(C_{\rm W}\) and a \(\mu^4\) coefficient of their own. I have computed these coefficients without interactions; with a dynamical gauge field they would have to be determined anew.

For naive fermions there is a second defect, which the pressure hides. At \(p_4=\pi+q\), with \(q\) and \(\mu\) small, the on-site term gives \(K\approx-(q-i\mu)\), while the exponential links give \(K\approx-(q+i\mu)\). The on-site term therefore acts on the eight species near \(p_4=\pi\) with the opposite sign of \(\mu\). The pressure of a gas is even in \(\mu\), but its charge is odd, so the conserved charges of the two halves cancel. To see that this is exact, replace \(\sin p_4\) by \(\sin(p_4+i\eta)\) in \(K\) and differentiate \(\ln(K^2+E^2)\) at \(\eta=0\). The result, \(2iK\cos p_4/(K^2+E^2)\), changes sign under \(p_4\to\pi-p_4\) and averages to zero. Subtracting terms from the pressure does not repair this. Wilson fermions with \(r=1\) have no doublers and avoid it.

The vacuum part also disappears if the time spacing goes to zero first. Let the time spacing be \(a/\xi\). In the logarithm, \(E\) and \(\mu\) become \(E/\xi\) and \(\mu/\xi\), and the smaller cell volume multiplies the pressure by \(\xi\). The quadratic coefficient is then

\[
C(\xi)=-\frac{2}{\xi^2}\left\langle\frac{E}{(1+E^2/\xi^2)^{3/2}}\right\rangle .
\]

It falls from \(-0.620\) at \(\xi=1\) to \(-0.036\) at \(\xi=8\), and behaves as \(-2\langle E\rangle/\xi^2=-2.39/\xi^2\) for large \(\xi\). The whole vacuum part vanishes in this limit: inserting \(\operatorname{asinh}x=x-x^3/6+\dots\), the linear terms cancel and the cubic ones leave \(-2\langle E\rangle\mu^2/\xi^2\). The sea becomes \(4\langle(\mu-E)\,\theta(\mu-E)\rangle\). This is twice the pressure given by \(H-\mu N\) on the same spatial lattice, because the symmetric time difference keeps its doublers, with their reversed \(\mu\), even in this limit. At any fixed \(\xi\), however, \(C(\xi)\mu^2/a^2\) still diverges as \(a\to0\).

The numerical check checks the \(\mu^2\) coefficients against four-dimensional momentum sums at \(m=0.5\): for the on-site term with naive fermions (at \(\xi=1\) and \(\xi=2\)) and with Wilson fermions, and for the links \(1\pm\mu\).

## Table of computed values

```
All numbers dimensionless, lattice units (a = 1)
Coefficient of mu^2 in the pressure, massless:
  on-site term, naive fermions      -0.61973
  on-site term, Wilson r=1          -0.14508
  links 1+mu, 1-mu, naive           -0.50000
Same from 4D sums, mass 0.5:
  on-site naive -0.58803, formula -0.58803
  on-site Wilson -0.11395, formula -0.11395
  links 1+-mu -0.43644, formula -0.43644
  exponential links: |naive| < 1e-5 is True, |Wilson| < 1e-5 is True
Coefficient of mu^4, massless naive:
  spurious vacuum term D            0.02652
  16 continuum gases, 16/(12 pi^2)  0.13509
  exponential links, extrapolated   0.13509
  on-site minus C mu^2, extrapol.   0.16161
One mode, E = 0.5, mu = 0.2, asinh E = 0.48121:
  change of log average, on-site    -0.01408
  change of log average, exp. links 0.00000
Pressure / pressure of 16 continuum gases, massless naive:
  mu*a   exp.links   on-site    minus C mu^2  minus vacuum
  0.40     1.0920     -27.430      1.2412      1.0283
  0.20     1.0217    -113.478      1.2073      1.0068
  0.10     1.0054    -457.540      1.1990      1.0017
  0.05     1.0013   -1833.761      1.1970      1.0004
Pressures at mu*a = 0.2:
  exponential links                 2.2085e-04
  on-site, vacuum part              -2.4746e-02
  on-site, Fermi-sea part           2.1761e-04
Direct 4D sum against formula, mu*a = 0.8:
  exp. links 0.0828, formula 0.0826
  on-site -0.3192, formula -0.3193
On-site coefficient of mu^2 with finer time spacing a/xi:
  xi = 1: C = -0.61973, xi^2 C = -0.6197
  xi = 2: C = -0.36412, xi^2 C = -1.4565
  xi = 4: C = -0.12919, xi^2 C = -2.0671
  xi = 8: C = -0.03592, xi^2 C = -2.2991
  limit of xi^2 C, -2<E>            -2.3876
```
